# Why inelastic cotunnelling steps stay nearly fixed as the gate moves

**Question.** Inside a Coulomb diamond, where an electron can neither enter nor leave the dot by a single energy-conserving hop, the differential conductance can rise in a step as the bias grows. Why does this step sit at a bias equal to an excitation energy of the dot, and why does the gate hardly move it, although the same gate moves the edges of the diamond strongly?

## Mechanism: which charges are compared

A sequential edge marks the bias at which one real hop becomes possible. The hop changes the electron number of the dot, so its condition compares dot energies at two different charges. A gate shifts those energies by different amounts, and the edge moves.

Inelastic cotunnelling is a two-hop process. One electron leaves the source, one arrives in the drain, and the dot passes from its ground state $a$ to an excited state $b$ with the same number of electrons. The state between the hops has the wrong charge and is too high in energy, but it is only virtual. Energy must balance between the beginning and the end, where the dot charge is the same. A gate energy common to both states cancels.

To make this quantitative, take a dot with two spinless orbitals, also called $a$ and $b$, at energies $\varepsilon_a$ and $\varepsilon_a+\Delta$, with repulsion $U$ when both are filled. The dot holds one electron, initially in $a$. Energies are measured from the common lead Fermi level at zero bias. The costs of adding an electron to this state and of removing its electron are

$$p=\varepsilon_a+\Delta+U,\qquad h=-\varepsilon_a,\qquad p+h=U+\Delta .$$

Here $h$ is always this removal cost; Planck's constant is written $2\pi\hbar$. A positive gate voltage lowers the electron energy: $dp=-e\alpha\,dV_g$ and $dh=+e\alpha\,dV_g$, with lever arm $\alpha$.

Let the bias raise the source to $\mu_S=eV/2$ and lower the drain to $\mu_D=-eV/2$, with $eV>0$. An electron enters from the source when $\mu_S\ge p$; the resident electron leaves to the drain when $-h\ge\mu_D$. Blockade therefore ends at

$$eV_{\rm seq}=2\min(p,h),\qquad \left|\frac{dV_{\rm seq}}{dV_g}\right|=2\alpha .$$

For cotunnelling, let the electron leave source level $\varepsilon_k$ and let drain level $\varepsilon_q$ be filled. Energy conservation reads

$$\varepsilon_k+E_a=\varepsilon_q+E_b\quad\Rightarrow\quad \varepsilon_k-\varepsilon_q=\Delta .$$

At zero temperature the source level must be filled, $\varepsilon_k\le\mu_S$, and the drain level empty, $\varepsilon_q\ge\mu_D$. Subtracting gives $\Delta\le\mu_S-\mu_D=eV$. Neither $p$ nor $h$ appears. The division of the bias between the junctions drops out too, since the condition contains only the difference of the two Fermi levels.

## Formula: the gate sets the height

**The amplitude.** The virtual state does matter for how often the process happens. Let $t_{Sb}$ be the real hopping amplitude between the source and $b$, and $t_{Da}$ that between the drain and $a$. Two orders of hopping lead to the same final state:

- The electron in $a$ goes to the drain first. The empty-dot state lies $\varepsilon_q+h$ above the initial state.
- The source electron enters $b$ first. The doubly filled state lies $p-\varepsilon_k$ above the initial state.

The corresponding operators are $(d_b^\dagger c_k)(c_q^\dagger d_a)$ and $(c_q^\dagger d_a)(d_b^\dagger c_k)$. The two brackets act on different levels, and each contains two fermion operators, so they commute. The paths have the same sign and add. Second-order perturbation theory divides each by the initial minus the intermediate energy:

$$T=-t_{Sb}t_{Da}\left[\frac1{\varepsilon_q+h}+\frac1{p-\varepsilon_k}\right].$$

With $\varepsilon_k=\varepsilon$ and $\varepsilon_q=\varepsilon-\Delta$, the bracket becomes

$$A(\varepsilon)=\frac1{\varepsilon-\Delta+h}+\frac1{p-\varepsilon}
=\frac{U}{(\varepsilon-\Delta+h)(p-\varepsilon)},$$

because the two denominators add to $p+h-\Delta=U$. The process vanishes without repulsion: independent electrons keep their individual energies and cannot exchange $\Delta$.

**The current.** Let $\nu_r$ be the density of states in lead $r$ and $\gamma_{ri}=2\pi\nu_r t_{ri}^2$ the tunnel width of orbital $i$. The golden rule gives the rate

$$W=\frac{2\pi}{\hbar}\nu_S\nu_D t_{Sb}^2t_{Da}^2\int d\varepsilon\,f_S(\varepsilon)[1-f_D(\varepsilon-\Delta)]A^2(\varepsilon).$$

Replacing $\nu t^2$ by $\gamma/2\pi$ twice turns the prefactor into $\gamma_{Sb}\gamma_{Da}/(2\pi\hbar)$. Each event carries one electron. If relaxation inside the dot returns it to $a$ much faster than $b$ can decay by cotunnelling (a decay that itself carries current), the inelastic current at zero temperature is

$$I_{\rm in}=\frac{e}{2\pi\hbar}\gamma_{Sb}\gamma_{Da}\int_{\Delta-eV/2}^{eV/2}A^2(\varepsilon)\,d\varepsilon ,\qquad eV\ge\Delta .$$

The integration window has width $eV-\Delta$. Differentiating its two limits gives

$$\frac{dI_{\rm in}}{dV}=\frac{e^2}{2\pi\hbar}\gamma_{Sb}\gamma_{Da}\,\frac{A^2(eV/2)+A^2(\Delta-eV/2)}2 .$$

At threshold both arguments equal $\Delta/2$. With $E_+=p-\Delta/2$ and $E_-=h-\Delta/2$, the step height is

$$G_{\rm step}=\frac{e^2}{2\pi\hbar}\gamma_{Sb}\gamma_{Da}\left(\frac{U}{E_+E_-}\right)^2 .$$

Since $E_++E_-=U$ is fixed, the height is smallest at $E_+=E_-$ and grows toward both edges. The gate controls the strength of the channel; energy balance controls its opening.

**Elastic background.** Cotunnelling can also leave the dot in $a$. Taking equal leads, with widths $\gamma_a,\gamma_b$ per lead and all hopping amplitudes positive, the amplitude is

$$M_a(\varepsilon)=\frac{\gamma_a}{\varepsilon+h}-\frac{\gamma_b}{p-\varepsilon}.$$

The minus sign comes from fermion exchange: when $a$ empties and is refilled, reordering the lead operators reverses the sign relative to passage through empty $b$. This process costs no dot energy, so it has no threshold and supplies a smooth conductance under the step. At zero temperature it is $e^2/2\pi\hbar$ times the mean of $M_a^2$ at $\varepsilon=eV/2$ and $\varepsilon=-eV/2$.

**Temperature.** Let $x=eV-\Delta$ and measure the source energy by $u=\varepsilon-\mu_S$. The occupation factor is $f(u)[1-f(u+x)]$. Two identities hold:

$$f(u)[1-f(u+x)]-f(u+x)[1-f(u)]=f(u)-f(u+x),$$

$$f(u+x)[1-f(u)]=e^{-x/kT}f(u)[1-f(u+x)].$$

Inserting the second in the first and using $\int[f(u)-f(u+x)]du=x$ gives, for constant $A$,

$$\int f(u)[1-f(u+x)]\,du=\frac{x}{1-e^{-x/kT}} .$$

With $s=x/2kT$, the right side is $kT(s+s\coth s)$. Its second derivative with respect to $x$ is

$$\frac1{kT}\,\frac{s\coth s-1}{2\sinh^2s},$$

an even function centred at $eV=\Delta$. Its full width at half height is $5.44\,kT$. For constant $A$, fast relaxation and $kT\ll\Delta$, heating blurs the step but does not displace its centre. If relaxation is slow, the bias-dependent population of $b$ pulls the centre slightly below $\Delta$ as the temperature rises.

## Why "nearly" is the right word

The cancellation removes the gate energy common to $a$ and $b$. Two gate-dependent parts of $\Delta$ itself remain.

First, the two states may have different charge distributions. If the gate adds the electron energy $-eV_g g(\mathbf r)$, first-order perturbation theory gives each state the slope $-e\langle g\rangle$. Calling these averages $\alpha_a$ and $\alpha_b$,

$$\frac{d\Delta}{dV_g}=-e(\alpha_b-\alpha_a).$$

The step responds to a difference of lever arms, the sequential edge to a whole lever arm.

Second, virtual hops shift $a$ and $b$ unequally. State $a$ can lose its electron through $\gamma_a$ or gain one through $\gamma_b$; for $b$ these roles are exchanged. Each virtual process lowers its state by a sum of $t^2$ over cost. Let $y\ge0$ be the distance of a lead level from its Fermi level. For flat lead bands and equal leads, replacing each sum by $(\gamma/2\pi)\int dy$ gives

$$\delta\Delta=\sum_{r=S,D}\int_0^\infty\!\frac{dy}{2\pi}\left[\frac{\gamma_b}{p-\mu_r+y}-\frac{\gamma_b}{h+\mu_r-\Delta+y}+\frac{\gamma_a}{h+\mu_r+y}-\frac{\gamma_a}{p-\mu_r-\Delta+y}\right].$$

The positive terms are the lowering of $a$, which increases the gap; the negative ones are the lowering of $b$. Since $\int_0^\infty[1/(A+y)-1/(B+y)]dy=\ln(B/A)$,

$$\delta\Delta=\sum_r\frac1{2\pi}\left[\gamma_b\ln\frac{h+\mu_r-\Delta}{p-\mu_r}+\gamma_a\ln\frac{p-\mu_r-\Delta}{h+\mu_r}\right].$$

This shift is of order $\gamma$ and varies only logarithmically with the gate while all the costs stay positive. It leaves out the mixing of $a$ and $b$ through the leads, which changes the gap only at order $\gamma^2/\Delta$.

A small exact calculation shows both the fixed resonance and its slight drift. Keep one source level and one drain level, placed equally far above and below zero energy, with $t_{Sa}=0.025$, $t_{Sb}=0.030$, $t_{Da}=0.020$ and $t_{Db}=0.025$ meV, $U=10$ meV and $\Delta=0.5$ meV. Diagonalizing the two-electron problem, one finds the source-drain energy difference at which "electron in source, dot in $a$" mixes most strongly with "electron in drain, dot in $b$". It is 0.500158, 0.500000 and 0.499842 meV for $p=2.50$, $5.25$ and $8.00$ meV.

At $p=2.50$ meV, $E_+=2.25$ and $E_-=7.75$ meV. The predicted splitting is $2t_{Sb}t_{Da}U/(E_+E_-)=0.6882\ \mu$eV, against 0.6880 μeV from diagonalization. The gate has changed the coupling by over 40 per cent relative to the centre, where the splitting is 0.4800 μeV, and the resonance position by about 0.03 per cent.

## Numbers for a silicon dot

Consider a gate-defined silicon MOS dot in a dilution refrigerator, with rough typical values $U=10$ meV, $\Delta=0.50$ meV, $T=0.10$ K and $\alpha=0.20$. The widths per lead are chosen as $\gamma_a=0.04$ and $\gamma_b=0.06$ meV. At the centre of the diamond $p=h=5.25$ meV, so $E_+=E_-=5.00$ meV and

$$\gamma_a\gamma_b\left(\frac{U}{E_+E_-}\right)^2
=0.04\times0.06\times\left(\frac{10}{25}\right)^2=3.84\times10^{-4}.$$

Multiplication by $e^2/2\pi\hbar=38.74\ \mu$S gives a step of 14.9 nS. The following values hold $\Delta$ and the tunnel widths fixed as the gate varies:

| Gate from centre (mV) | Sequential edge (mV) | Cotunnelling step (mV) | Step height (nS) |
|---:|---:|---:|---:|
| 0 | 10.5 | 0.4997 | 14.9 |
| 6.25 | 8.0 | 0.4996 | 16.9 |
| 13.75 | 5.0 | 0.4996 | 30.6 |

The edges come from a master equation for single hops, which leaves out lifetime broadening. The step positions come from the maximum of $d^2I/dV^2$, computed with energy-dependent amplitudes and with $b$ relaxing only by cotunnelling. The heights come from the formula for $G_{\rm step}$, which assumes fast relaxation. Over 13.75 mV of gate voltage the edge moves by 5.5 mV, as $2\alpha\times13.75$ mV requires. The step stays within 0.5 μV of 0.5 mV, far inside its thermal width of 47 μV, while its height doubles.

These positions omit the two drifts of $\Delta$. Over the full range from $-13.75$ to $+13.75$ mV, an assumed lever-arm difference of magnitude 0.0005 changes $\Delta$ by $0.0005\times27.5\ \mathrm{mV}\times e=13.75\ \mu$eV. The tunnelling shift, evaluated at $eV=\Delta$, runs from $-12.6$ to $+3.3\ \mu$eV, a change of 15.9 μeV. These are first-order values: at the chosen widths the omitted mixing of $a$ and $b$ adds about $+1.5\ \mu$eV at both ends of the range and nothing at the centre, which moves the end values but hardly their difference. If the two act in the same direction, the step moves by about 30 μV, or 6 per cent of $\Delta/e$; if they oppose each other, they nearly cancel.

If $b$ relaxes fast, the inelastic current at 0.75 mV and the central gate setting is $14.9\ \mathrm{nS}\times0.25\ \mathrm{mV}=3.72$ pA. The total is 4.16 pA; the remaining 0.44 pA is elastic. The elastic part is this small because the two terms of $M_a$ nearly cancel when all hopping amplitudes are positive. If $b$ couples to the two leads with opposite signs, as for orbitals of opposite parity along the current path, the terms add: the background becomes about 14 nS, as large as the step, and the elastic current about 10.6 pA, while the inelastic part is unchanged. The inelastic part corresponds to $2.3\times10^7$ events per second. "Fast" is measured against the cotunnelling decay of $b$, about $2\times10^8$ per second here; internal relaxation ten times faster than the event rate still leaves the step about 1.2 times higher than $G_{\rm step}$.

**If relaxation is slow.** Suppose $b$ returns to $a$ only by further cotunnelling. Just above threshold, with $x=eV-\Delta$, treat the amplitudes as constant and set $T=0$. The energy window for excitation is $x$. Return to $a$ releases $\Delta$, so its windows are $\Delta$ within each lead and $2\Delta+x$ from source to drain, in total $4\Delta+x$. Balancing the two rates gives

$$P_b=\frac{x}{4\Delta+2x}.$$

Leaving out elastic transport, the current is proportional to

$$(1-P_b)x+P_b(2\Delta+x)=x+\frac{\Delta x}{2\Delta+x}.$$

Its slope is $1+2\Delta^2/(2\Delta+x)^2$, compared with 1 for fast relaxation. The excited population starts from zero at $x=0$, so the threshold stays and the step becomes up to 1.5 times higher. At $x=12kT=0.103$ meV the formula gives 1.41, in agreement with the computed 1.413 at the centre. Away from the centre the ratio runs from 1.33 to 1.61, because $a$ and $b$ then carry noticeably different elastic currents. These ratios hold for positive hopping amplitudes; with the opposite sign of $t_{Sb}t_{Db}$ they are 1.47 at the centre and 1.39 to 1.66 at the ends.

## Where the simple picture ends

The height formula assumes a dot that is blocked both before and after the event. At threshold, excited state $b$ can accept a source electron if $p-\Delta\le\Delta/2$, and it can lose its electron to the drain if $h-\Delta\le\Delta/2$. Thus for $p$ or $h$ below $3\Delta/2=0.75$ meV, an inelastic event opens sequential escape from $b$. Energy balance still sets the first excitation at $\Delta$, but the height formula is no longer sufficient and the short life of $b$ broadens the onset.

Closer still, the step reaches the diamond boundary. The edge is $p=eV/2$. On its conducting side, an electron can leave the doubly filled dot to the drain and leave $b$ behind when $p-\Delta\ge-eV/2$, which gives the excited-state line $p=\Delta-eV/2$. Equating the two expressions gives $eV=\Delta$ and $p=\Delta/2$. The horizontal step therefore joins a sloping excited-state line at the boundary. The master equation places this meeting at 0.50 mV.

The strips in which $b$ can escape by a single hop widen with bias, to $p$ or $h$ below $\Delta+eV/2$. Outside them, tunnelling lets $b$ decay only by cotunnelling; relaxation inside the dot, if present, adds to this. At the centre and at threshold the lifetime width due to cotunnelling is approximately

$$\frac{\gamma_a\gamma_bA^2\,4\Delta}{2\pi}
=\frac{3.84\times10^{-4}\times2.0}{2\pi}\ \mathrm{meV}\approx0.12\ \mu\mathrm{eV}.$$

A sequential edge involves a state that decays by single hops. At the edges in the table, one lead allows the hops through both orbitals, while the other is partly blocked by its occupation. The width therefore lies between $\gamma_a+\gamma_b=100\ \mu$eV and $2(\gamma_a+\gamma_b)=200\ \mu$eV. This is a width in energy; on the scale of $eV$ the edge is about twice as wide, because each Fermi level moves by only half the bias. In this example the cotunnelling step is the sharper feature, and temperature sets its width. That width reaches $\Delta$ at 1.07 K; at 4.2 K it is 1.97 meV, and the step is washed out.

A real silicon dot departs from the model in several ways. Its electrons may be warmer than the refrigerator: an electron temperature of 0.2 K would double the step width to about 94 μV. Its tunnel widths usually change with the gate, which alters the height in proportion to $\gamma_{Sb}\gamma_{Da}$. Spin adds virtual paths, whose effect on the height is not calculated here. It also lets a second electron enter $a$, which for the same repulsion lowers the addition cost from $p$ to $p-\Delta$ and shifts the diamond edge set by that cost. And it brings further excitations: with $g=2$ at 1 T, the Zeeman energy of 0.116 meV can give its own step at 0.116 mV. Direct source-drain tunnelling is negligible for a barrier 60 nm long and 20 meV high with effective mass $0.19\,m_e$, where the WKB factor is $e^{-37.9}$; a much shorter or lower barrier needs a new estimate. This concerns a path that bypasses the dot. The two junctions themselves must be far more transparent: a 15 nm barrier of this height would give a width of order $10^{-4}$ meV or less, well below the 0.04 to 0.06 meV used here. None of these changes alters the reason for the weak gate dependence: the states compared at threshold have the same charge. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
Repulsion U = 10.0 meV, excitation Delta = 0.50 meV
Temperature = 0.10 K, kT = 8.62 ueV
Lever arm = 0.20, lever-arm difference = 0.0005
Widths per lead: g_a = 0.04 meV, g_b = 0.06 meV
Gate table: gate from centre (mV), p (meV), h (meV),
  sequential edge (mV), cotunnel step (mV), step height (nS)
    13.75  2.50  8.00   4.99  0.4996   30.58
     6.25  4.00  6.50   7.99  0.4996   16.93
     0.00  5.25  5.25  10.49  0.4997   14.88
    -6.25  6.50  4.00   7.99  0.4997   16.93
   -13.75  8.00  2.50   4.99  0.4998   30.58
Exact two-electron test: p (meV), resonance (meV),
  splitting exact (ueV), splitting formula (ueV)
   2.50  0.500158  0.6880  0.6882
   5.25  0.500000  0.4800  0.4800
   8.00  0.499842  0.6880  0.6882
Splitting at U = 0: below 1e-3 ueV is True
Exact rate / golden-rule rate = 0.9904
Excited line meets diamond edge at 0.498 mV
Thermal full width = 5.439 kT = 46.9 ueV
Temperature where that width equals Delta = 1.07 K
Thermal width at 4.2 K = 1.97 meV
Centre, 0.75 mV: total current = 4.16 pA, inelastic = 3.72 pA
Inelastic events there = 2.32e+07 per s
Step height, slow / fast relaxation, by gate: 1.332 1.359 1.413 1.485 1.609
Tunnelling shift of Delta by gate (ueV): 3.32 -0.14 -3.19 -6.68 -12.57
Gate drift of Delta over the table = 13.75 ueV
Box test of gate drift: 0.001520, formula 0.001520 meV/mV
Lifetime width of b at centre = 0.124 ueV
Lifetime width of sequential edge, about 200 ueV
Strip with sequential escape of b: p or h below 0.75 meV
Direct tunnelling, 60 nm and 20 meV barrier: exp(-37.9)
Largest Kondo scale in table: log10(T_K / K) = -26.6
Zeeman energy at 1 T, g = 2: 0.116 meV
```
